# Equal-spin Andreev reflection at a half-metal–superconductor interface: test program

```python
"""Equal-spin Andreev reflection between a half-metal and a singlet superconductor.

Result under test, for one half-metal mode and |e| < 1, e = energy / gap:
  R_A = 4 tau^2 P e^2 / ( [(1+R)(2e^2-1+P) + 2 sqrt(R)(1-P) cos(psi)]^2
                          + 4 tau^2 e^2 (1-e^2) ),   R = 1 - tau
tau : normal-state transmission of the majority spin
P   : weight of the equal-spin part of the pair amplitude at the interface
psi : phase invariant of the normal-state interface scattering matrix
The conductance is 2 R_A in units of (charge^2 / Planck constant).
For a thin exchange layer tilted by beta with one-pass spin phase chi,
P = sin(beta)^2 sin(chi)^2.
Energies in the lattice test are in units of the hopping.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import expm, block_diag
from scipy.optimize import minimize_scalar
from scipy.stats import unitary_group

SX = np.array([[0, 1], [1, 0]], complex)
SY = np.array([[0, -1j], [1j, 0]])
SZ = np.diag([1.0 + 0j, -1.0])
Y = np.array([[0, -1], [1, 0]], complex)      # equals -i sigma_y


def closed_form(tau, P, cospsi, e):
    R = 1 - tau
    bracket = (1 + R)*(2*e**2 - 1 + P) + 2*np.sqrt(R)*(1 - P)*cospsi
    return 4*tau**2*P*e**2/(bracket**2 + 4*tau**2*e**2*(1 - e**2))


def reflect(S, n_left, e, broadening=0.0):
    """Sum all round trips; return electron and hole reflection matrices."""
    z = complex(e, max(broadening, 1e-13))
    alpha = z - 1j*np.sqrt(1 - z*z)
    r11, t12 = S[:n_left, :n_left], S[:n_left, n_left:]
    t21, r22 = S[n_left:, :n_left], S[n_left:, n_left:]
    modes = r22.shape[0]//2
    pair = np.kron(np.eye(modes), Y)
    loop = alpha**2 * r22 @ pair.T @ r22.conj() @ pair
    toward = np.linalg.solve(np.eye(2*modes) - loop, t21)
    hole = alpha*pair @ toward
    electron = alpha*pair.T @ r22.conj() @ hole
    return r11 + t12 @ electron, t12.conj() @ hole


def andreev(S, n_left, e):
    return np.sum(abs(reflect(S, n_left, e)[1])**2)


def conductance(S, n_left, e, broadening=0.0):
    ree, rhe = reflect(S, n_left, e, broadening)
    return n_left - np.sum(abs(ree)**2) + np.sum(abs(rhe)**2)


def invariants(S):
    """tau, P and cos(psi) from a 3 x 3 normal-state scattering matrix."""
    A, s, B = np.linalg.svd(S[1:, 1:])
    A, B = A[:, ::-1], B[::-1]
    Q = B.conj() @ Y @ A
    ratio = Q[1, 0]/Q[0, 1]
    return np.sum(abs(S[0, 1:])**2), abs(Q[0, 0])**2, ratio.real/abs(ratio)


def layer_matrix(chi, beta, azimuth=0.7):
    n_sigma = (np.sin(beta)*np.cos(azimuth)*SX
               + np.sin(beta)*np.sin(azimuth)*SY + np.cos(beta)*SZ)
    return expm(-0.5j*chi*n_sigma)


def junction(tau, theta, chi, beta):
    """Half-metal face followed by a reflectionless exchange layer."""
    r, t = np.sqrt(1 - tau), np.sqrt(tau)
    core = np.array([[-r*np.exp(-1j*theta), t, 0],
                     [t, r*np.exp(1j*theta), 0], [0, 0, 1]], complex)
    wrap = block_diag(np.eye(1), layer_matrix(chi, beta))
    return wrap @ core @ wrap


def leaky_junction(tau, tau_minor, theta, chi, beta):
    """Same junction with a weakly transmitting minority-spin mode."""
    core = np.zeros((4, 4), complex)
    for spin, (tr, ph) in enumerate([(tau, theta), (tau_minor, 0.0)]):
        r, t = np.sqrt(1 - tr), np.sqrt(tr)
        core[spin, spin] = -r*np.exp(-1j*ph)
        core[spin + 2, spin + 2] = r*np.exp(1j*ph)
        core[spin, spin + 2] = core[spin + 2, spin] = t
    wrap = block_diag(np.eye(2), layer_matrix(chi, beta))
    return wrap @ core @ wrap


# ---- lattice Bogoliubov-de Gennes junction: an independent calculation ----
HM_UP, HM_DOWN, SC_ONSITE = -0.4, 5.0, 0.3


def surface(x):
    """Surface Green function of a chain with unit hopping; x = E - onsite."""
    y = x/2
    if abs(y) < 1:
        return y - 1j*np.sqrt(1 - y*y)
    return y - np.sign(y)*np.sqrt(y*y - 1) + 0j


def device_sites(beta):
    n_sigma = np.sin(beta)*(0.6*SX + 0.8*SY) + np.cos(beta)*SZ
    return [v*np.eye(2) + 0.4*n_sigma for v in (0.8, 0.2, 0.3)]


def lattice_normal(beta):
    H = block_diag(*device_sites(beta)).astype(complex)
    for j in range(4):
        H[j, j + 2] = H[j + 2, j] = -1
    sigma = np.zeros(6, complex)
    sigma[0], sigma[1] = surface(-HM_UP), surface(-HM_DOWN)
    sigma[4] = sigma[5] = surface(-SC_ONSITE)
    G = np.linalg.inv(-H - np.diag(sigma))
    ch = [0, 4, 5]
    root = np.diag(np.sqrt(-2*sigma[ch].imag))
    return -np.eye(3) + 1j*root @ G[np.ix_(ch, ch)] @ root


def lattice_andreev(beta, gap, e):
    E = e*gap
    hop = np.diag([-1.0, -1, 1, 1]).astype(complex)
    bulk = np.diag([SC_ONSITE]*2 + [-SC_ONSITE]*2).astype(complex)
    bulk[:2, 2:], bulk[2:, :2] = gap*1j*SY, -gap*1j*SY
    edge, a, b, one = bulk.copy(), hop.copy(), hop.copy(), np.eye(4)
    for _ in range(30):
        g = np.linalg.inv(E*one - bulk)
        edge = edge + a @ g @ b
        bulk = bulk + a @ g @ b + b @ g @ a
        a, b = a @ g @ a, b @ g @ b
    sigma_sc = hop @ np.linalg.inv(E*one - edge) @ hop
    H = block_diag(*[block_diag(h, -h.conj()) for h in device_sites(beta)])
    H = H.astype(complex)
    for j in range(2):
        H[4*j:4*j+4, 4*j+4:4*j+8] = hop
        H[4*j+4:4*j+8, 4*j:4*j+4] = hop
    sig = np.array([surface(E - HM_UP), surface(E - HM_DOWN),
                    surface(E + HM_UP), surface(E + HM_DOWN)])
    H[:4, :4] += np.diag(sig)
    H[8:, 8:] += sigma_sc
    G = np.linalg.inv(E*np.eye(12) - H)
    return 4*sig[0].imag*sig[2].imag*abs(G[2, 0])**2


S_lat = lattice_normal(1.1)
assert np.allclose(S_lat.conj().T @ S_lat, np.eye(3), atol=1e-10)
lat_par = invariants(S_lat)
lat_e = np.array([0.2, 0.5, 0.8, 0.95])
lat_num = np.array([lattice_andreev(1.1, 2e-4, e) for e in lat_e])
lat_for = closed_form(*lat_par, lat_e)
lat_error = np.max(abs(lat_num - lat_for))
# The lattice retains corrections of order gap / hopping.
assert lat_error < 5e-3 and lat_num.max() > 0.05
assert lattice_andreev(1.1, 2e-4, 0.0) < 1e-8
assert lattice_andreev(0.0, 2e-4, 0.5) < 1e-12

# ---- random interfaces: algebra, zero-bias zero, effect of a second mode ----
rng = np.random.default_rng(12)
for _ in range(20):
    S = unitary_group.rvs(3, random_state=rng)
    for e in (0.15, 0.6, 0.9):
        value = andreev(S, 1, e)
        assert abs(value - closed_form(*invariants(S), e)) < 1e-7
        assert abs(conductance(S, 1, e) - 2*value) < 1e-7
    assert andreev(S, 1, 0.0) < 1e-12
two_mode_zero = andreev(unitary_group.rvs(6, random_state=rng), 2, 0.0)
assert two_mode_zero > 1e-3

# ---- worked example: rough typical device values ----
gap_meV, velocity, exchange_eV, thick_nm = 1.4, 5e5, 0.1, 1.0
beta, tau, theta, temperature = np.pi/3, 0.5, 0.5, 1.0
hbar_v = const.hbar*velocity/const.e*1e9                 # eV nm
chi = 2*exchange_eV*thick_nm/hbar_v
P = np.sin(beta)**2*np.sin(chi)**2
a = np.cos(chi) - 1j*np.cos(beta)*np.sin(chi)
Theta = theta + 2*np.angle(a)
R = 1 - tau
S = junction(tau, theta, chi, beta)
assert np.allclose(invariants(S), [tau, P, -np.cos(Theta)], atol=1e-10)
U = layer_matrix(chi, beta)
assert abs(abs((U.conj() @ Y @ U)[0, 0])**2 - P) < 1e-12
assert andreev(junction(tau, theta, chi, 0), 1, 0.5) < 1e-20
assert andreev(junction(tau, theta, 0, beta), 1, 0.5) < 1e-20
assert abs(andreev(junction(tau, theta, np.pi/2, np.pi/2), 1, 1e-4) - 1) < 1e-5
assert abs(conductance(S, 1, 50.0) - tau) < 1e-3

low_coefficient = 4*tau**2*P/((1-P)**2*(1+R+2*np.sqrt(R)*np.cos(Theta))**2)
assert abs(andreev(S, 1, 0.01)/1e-4/low_coefficient - 1) < 1e-3
e_res = np.sqrt(0.5*(1-P)*(1 + 2*np.sqrt(R)*np.cos(Theta)/(1+R)))
R_res = P/(1 - e_res**2)
assert abs(andreev(S, 1, e_res) - R_res) < 1e-8


def find_peak(matrix):
    coarse = np.linspace(0.01, 0.999, 300)
    start = coarse[np.argmax([andreev(matrix, 1, e) for e in coarse])]
    fit = minimize_scalar(lambda e: -andreev(matrix, 1, e), method="bounded",
                          bounds=(max(start-0.01, 0.001), min(start+0.01, 0.9999)),
                          options={"xatol": 1e-9})
    return fit.x, -fit.fun


e_peak, R_peak = find_peak(S)
fine = np.linspace(0.001, 0.9999, 20001)
above_half = fine[closed_form(tau, P, -np.cos(Theta), fine) > R_peak/2]
width_meV = (above_half[-1] - above_half[0])*gap_meV
kT_meV = const.k*temperature/const.e*1e3


def thermal(e_bias):
    x = np.linspace(-25, 25, 2001)
    weight = 0.25/np.cosh(x/2)**2
    values = [conductance(S, 1, e_bias + kT_meV/gap_meV*u) for u in x]
    return np.sum(weight*values)*(x[1] - x[0])


G_zero_T, G_peak_T = thermal(0.0), thermal(e_peak)
assert G_zero_T > conductance(S, 1, 0.0)

# ---- sizes of neglected effects ----
fermi_eV = 0.5*const.m_e*velocity**2/const.e
q = np.sqrt(2*const.m_e*const.e*(fermi_eV + np.array([-1, 1])*exchange_eV))
q = q/const.hbar*1e-9                                    # 1/nm
chi_exact = (q[1] - q[0])*thick_nm
assert abs(chi_exact/chi - 1) < 0.01
shift = np.array([1, -1])*exchange_eV
strength = shift**2*np.sin(q*thick_nm)**2/(4*fermi_eV*(fermi_eV - shift))
layer_reflection = np.max(strength/(1 + strength))
phase_drift = 2*gap_meV*1e-3*thick_nm/hbar_v
S_oblique = junction(tau, theta, chi*np.sqrt(2), beta)
e_oblique, R_oblique = find_peak(S_oblique)
minor = 0.02
G_leak_bare = conductance(leaky_junction(tau, minor, theta, 0, 0), 2, 0.0)
G_leak_layer = conductance(leaky_junction(tau, minor, theta, chi, beta), 2, 0.0)
gamma = 0.02
G_broad_zero = conductance(S, 1, 0.0, gamma)
G_broad_peak = conductance(S, 1, e_peak, gamma)
gap_loss = np.sqrt(2*np.pi*kT_meV/gap_meV)*np.exp(-gap_meV/kT_meV)
quantum_uS = const.e**2/const.h*1e6

print("LATTICE TEST (gap = 0.0002 hopping)")
print(f"lattice tau, P, cos(psi): {lat_par[0]:.4f}, {lat_par[1]:.4f}, {lat_par[2]:.4f}")
for e, num, form in zip(lat_e, lat_num, lat_for):
    print(f"E/gap {e:.2f}: R_A lattice {num:.5f}, formula {form:.5f}")
print(f"largest difference in R_A: {lat_error:.1e}")
print(f"two mixed modes, total R_A at zero energy: {two_mode_zero:.4f}")
print("EXAMPLE INPUTS")
print(f"gap: {gap_meV:.2f} meV; Fermi velocity: {velocity:.1e} m/s")
print(f"exchange energy: {exchange_eV:.2f} eV; thickness: {thick_nm:.1f} nm")
print(f"tilt: {np.degrees(beta):.0f} deg; tau: {tau:.2f}; theta: {theta:.2f} rad")
print(f"temperature: {temperature:.1f} K; kT: {kT_meV:.4f} meV")
print("INTERMEDIATE VALUES")
print(f"hbar v: {hbar_v:.4f} eV nm; one-pass spin phase chi: {chi:.4f} rad")
print(f"equal-spin weight P: {P:.4f}; Theta: {Theta:.4f} rad")
print(f"low-bias coefficient R_A/(E/gap)^2: {low_coefficient:.4f}")
print(f"bracket zero at E/gap: {e_res:.4f}; R_A there: {R_res:.4f}")
print("CONDUCTANCE AT ZERO TEMPERATURE (units e^2/h)")
for e in (0.0, 0.25, 0.5, 0.75, 0.95):
    print(f"bias {e*gap_meV:.3f} meV (E/gap {e:.2f}): {conductance(S, 1, e):.4f}")
print(f"peak bias: {e_peak*gap_meV:.4f} meV (E/gap {e_peak:.4f})")
print(f"peak R_A: {R_peak:.4f}; peak conductance: {2*R_peak:.4f} e^2/h")
print(f"peak conductance: {2*R_peak*quantum_uS:.2f} microsiemens")
print(f"full width at half maximum: {width_meV:.3f} meV")
print(f"normal-state conductance: {tau:.2f} e^2/h")
print("TILT DEPENDENCE at E/gap 0.50 (units e^2/h)")
for deg in (0, 30, 60, 90):
    G_tilt = conductance(junction(tau, theta, chi, np.radians(deg)), 1, 0.5)
    print(f"tilt {deg:2d} deg: {G_tilt:.4f}")
print("THERMAL AVERAGE (units e^2/h)")
print(f"zero bias: {G_zero_T:.5f}; at peak bias: {G_peak_T:.4f}")
print("NEGLECTED EFFECTS")
print(f"Fermi energy: {fermi_eV:.3f} eV; gap/Fermi energy: {gap_meV*1e-3/fermi_eV:.1e}")
print(f"chi from exact wave numbers: {chi_exact:.4f} rad")
print(f"largest layer reflection probability: {layer_reflection:.4f}")
print(f"layer phase drift across the gap: {phase_drift:.4f} rad")
print(f"45 deg incidence: peak E/gap {e_oblique:.4f}, R_A {R_oblique:.4f}")
print(f"minority transmission assumed: {minor:.2f}")
print(f"its zero-bias G, no layer: {G_leak_bare:.4f} e^2/h")
print(f"its zero-bias G, with layer: {G_leak_layer:.4f} e^2/h")
print(f"pair-breaking width assumed: {gamma:.2f} gap")
print(f"with it, G at zero bias: {G_broad_zero:.4f}, at peak: {G_broad_peak:.4f} e^2/h")
print(f"relative thermal gap reduction: {gap_loss:.1e}")
print("checks complete")
```

Output:

```
LATTICE TEST (gap = 0.0002 hopping)
lattice tau, P, cos(psi): 0.8405, 0.8717, 0.8092
E/gap 0.20: R_A lattice 0.90200, formula 0.90196
E/gap 0.50: R_A lattice 0.77543, formula 0.77558
E/gap 0.80: R_A lattice 0.59181, formula 0.59198
E/gap 0.95: R_A lattice 0.50998, formula 0.51008
largest difference in R_A: 1.7e-04
two mixed modes, total R_A at zero energy: 0.0082
EXAMPLE INPUTS
gap: 1.40 meV; Fermi velocity: 5.0e+05 m/s
exchange energy: 0.10 eV; thickness: 1.0 nm
tilt: 60 deg; tau: 0.50; theta: 0.50 rad
temperature: 1.0 K; kT: 0.0862 meV
INTERMEDIATE VALUES
hbar v: 0.3291 eV nm; one-pass spin phase chi: 0.6077 rad
equal-spin weight P: 0.2445; Theta: -0.1693 rad
low-bias coefficient R_A/(E/gap)^2: 0.0512
bracket zero at E/gap: 0.8537; R_A there: 0.9016
CONDUCTANCE AT ZERO TEMPERATURE (units e^2/h)
bias 0.000 meV (E/gap 0.00): 0.0000
bias 0.350 meV (E/gap 0.25): 0.0075
bias 0.700 meV (E/gap 0.50): 0.0543
bias 1.050 meV (E/gap 0.75): 0.5558
bias 1.330 meV (E/gap 0.95): 1.2274
peak bias: 1.2309 meV (E/gap 0.8792)
peak R_A: 0.9790; peak conductance: 1.9580 e^2/h
peak conductance: 75.85 microsiemens
full width at half maximum: 0.247 meV
normal-state conductance: 0.50 e^2/h
TILT DEPENDENCE at E/gap 0.50 (units e^2/h)
tilt  0 deg: 0.0000
tilt 30 deg: 0.0131
tilt 60 deg: 0.0543
tilt 90 deg: 0.1171
THERMAL AVERAGE (units e^2/h)
zero bias: 0.00151; at peak bias: 1.2171
NEGLECTED EFFECTS
Fermi energy: 0.711 eV; gap/Fermi energy: 2.0e-03
chi from exact wave numbers: 0.6092 rad
largest layer reflection probability: 0.0043
layer phase drift across the gap: 0.0085 rad
45 deg incidence: peak E/gap 0.7381, R_A 0.9131
minority transmission assumed: 0.02
its zero-bias G, no layer: 0.0147 e^2/h
its zero-bias G, with layer: 0.0184 e^2/h
pair-breaking width assumed: 0.02 gap
with it, G at zero bias: 0.0181, at peak: 1.5394 e^2/h
relative thermal gap reduction: 5.5e-08
checks complete
```
